# Why coarsening grains make boundary-fed layers grow sub-parabolically

**Question.** A product layer grows between two reactants by diffusion along its own grain boundaries. Its grains coarsen as $d\sim t^m$. Why does the layer thicken more slowly than $\sqrt t$, what exponent replaces $1/2$, and over what range of times can that exponent be seen?

**Answer.**

**Two causes of slowing**

In ordinary parabolic growth the diffusivity is constant, and growth slows because the path through the layer lengthens. Coarsening adds a second cause: the boundaries are the fast paths, and larger grains leave fewer of them per unit area.

To count the paths, take columnar grains running along the growth direction, with square or regular hexagonal cross-sections of width $d$ between opposite sides. Each boundary has width $\delta$, half of it belonging to each neighbour. The grain interior is then a similar figure of width $d-\delta$, so the boundary area fraction is

$$f=1-\left(1-\frac{\delta}{d}\right)^2=\frac{2\delta}{d}-\frac{\delta^2}{d^2}\approx\frac{2\delta}{d}\qquad(\delta\ll d).$$

Boundaries and grain interiors conduct in parallel under the same concentration gradient. With boundary diffusivity $D_b$, lattice diffusivity $D_l$ and no segregation, the area-averaged diffusivity is $fD_b+(1-f)D_l$. For $f\ll1$ this becomes

$$D(t)=D_l+\frac{2\delta D_b}{d(t)}.$$

Other grain shapes change the factor 2 but not the dependence on $1/d$, provided the shape stays the same during coarsening.

**The growth equation**

Let $y$ run from the supply face, $y=0$, to the reaction front, $y=X(t)$, in a frame fixed to the product. The mobile component has concentration $c_1+\Delta c$ at the supply face and $c_1$ in the product at the front; the reactant ahead contains none. Both faces are in local equilibrium, the interface reaction is fast, and material leaving the boundaries spreads quickly enough along the front to keep it flat.

If $\Delta c\ll c_1$, the concentration profile adjusts much faster than the layer thickens. It is then nearly linear, and the flux towards the front is $J=D\,\Delta c/X$. An advance $\mathrm dX$ creates product that contains $c_1\,\mathrm dX$ of the mobile component per unit area. This must equal the supply $J\,\mathrm dt$, so

$$\frac{\mathrm dX}{\mathrm dt}=\frac{S\,D(t)}{X},\qquad S=\frac{\Delta c}{c_1}.$$

The two causes of slowing are visible here: $X$ rises in the denominator while $D$ falls in the numerator. Multiplying by $X\,\mathrm dt$ and integrating from thickness $X_0$ at $t=0$ gives

$$X^2=X_0^2+2S\int_0^t D(t')\,\mathrm dt'.$$

**The exponent**

When boundaries carry nearly all the flux and $d=Gt^m$, the diffusivity is $D=Ct^{-m}$ with $C=2\delta D_b/G$. For $m<1$ the integral converges at its lower limit:

$$\int_0^t C\,t'^{-m}\,\mathrm dt'=\frac{C\,t^{1-m}}{1-m}.$$

Neglecting $X_0$ and taking the square root,

$$X=\left(\frac{2SC}{1-m}\right)^{1/2}t^{\,n},\qquad n=\frac{1-m}{2}.$$

A balance of powers shows why the exponent drops by $m/2$ and not by $m$. If $X\sim t^n$, the growth rate varies as $t^{n-1}$, while $D/X$ varies as $t^{-m-n}$. Equality requires $2n=1-m$. Coarsening reduces the flux, but the layer is then thinner than it would have been, and the shorter path recovers part of the loss.

Growth is sub-parabolic for $0<m<1$. At $m=0$ the parabola returns, and a negative $m$, meaning grain refinement, would give $n=(1-m)/2>1/2$ for as long as $d\gg\delta$.

**Finite initial grains, and $m\ge1$**

Real grains start with a finite size $d_0$. Take the coarsening law $d^{1/m}=d_0^{1/m}+Kt$, or

$$d=d_0\left(1+\frac t\tau\right)^m,\qquad \tau=\frac{d_0^{1/m}}{K}.$$

Define $D_0=2\delta D_b/d_0$. Substituting $v=1+t'/\tau$, so that $\mathrm dt'=\tau\,\mathrm dv$, the boundary contribution to the integral is

$$I_b=D_0\tau\int_1^{1+t/\tau}v^{-m}\,\mathrm dv
=\frac{D_0\tau}{1-m}\left[\left(1+\frac t\tau\right)^{1-m}-1\right],\quad m\ne1.$$

For $t\ll\tau$ this is $D_0t$, which gives parabolic growth because the grains have barely changed. For $m<1$ it gives the exponent above once $(t/\tau)^{1-m}\gg1$, which takes far longer than $\tau$ when $m$ is close to 1.

At $m=1$ the integral is $D_0\tau\ln(1+t/\tau)$, so boundary transport alone gives logarithmic growth of $X^2$. For $m>1$ the integral converges at long times, and the layer stops at

$$X_\infty^2=X_0^2+\frac{2SD_0\tau}{m-1}.$$

This arrest requires $D_l=0$. Any lattice diffusion adds $2SD_lt$ to $X^2$ and eventually restores the parabola.

**Does the exponent depend on the linear profile?**

It does not, if $D$ is uniform through the layer and the grain interiors keep the same concentration as the boundaries beside them. The second condition requires lattice diffusion to cross a grain in much less than the growth time, $d^2\ll D_lt$. At late times $d^2/D_lt\sim t^{2m-1}$, so the condition improves with time only for $m<1/2$ and eventually fails for $m>1/2$; in the numerical case below the ratio is 2.7 at 10 s and 0.012 at $10^6$ s. The full diffusion equation is then $\partial c/\partial t=D(t)\,\partial^2c/\partial y^2$. Define a new time variable $s=\int_0^tD\,\mathrm dt'$. Dividing the diffusion equation and the front balance by $D(t)$ gives

$$\frac{\partial c}{\partial s}=\frac{\partial^2c}{\partial y^2},\qquad
c_1\frac{\mathrm dX}{\mathrm ds}=-\left.\frac{\partial c}{\partial y}\right|_{y=X}.$$

This is the constant-diffusivity problem. For zero initial thickness it is solved by $X=2\lambda\sqrt s$ and

$$c=c_1+\Delta c\left[1-\frac{\operatorname{erf}(y/2\sqrt s)}{\operatorname{erf}\lambda}\right].$$

The front balance then reads

$$c_1\frac{\lambda}{\sqrt s}=\frac{\Delta c\,e^{-\lambda^2}}{\sqrt{\pi s}\,\operatorname{erf}\lambda}
\quad\Longrightarrow\quad
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S.$$

The number $\lambda$ sets the prefactor; the exponent comes from $s\sim t^{1-m}$. For small $S$, $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$ gives $2\lambda^2\approx S$, which recovers $X^2=2Ss$. A numerical solution of the moving-front equation at $S=0.5$, where the profile is not quasi-steady, gave an exponent of 0.333 for $m=1/3$.

**What if grains near the front are younger?**

Product at the front has just formed, so its grains may be smaller than those formed earlier. Suppose a slice born at time $b$ has grain size $G(t-b)^m$, with $0<m<1$. The slices conduct in series. In the quasi-steady, boundary-dominated limit the same $J$ crosses each slice, so

$$\Delta c=J\int_0^X\frac{\mathrm dy}{D}=\frac{J}{2\delta D_b}\int_0^X d\,\mathrm dy.$$

Try $X=At^n$. The slice born at $b$ lies at $y=Ab^n$, so $\mathrm dy=nAb^{n-1}\mathrm db$. With $b=tz$,

$$\int_0^X d\,\mathrm dy=GAn\int_0^t(t-b)^m b^{n-1}\,\mathrm db
=GAn\,\mathrm B(n,1+m)\,t^{m+n},$$

where $\mathrm B(n,1+m)=\int_0^1z^{n-1}(1-z)^m\,\mathrm dz$ is the beta function. Setting $\mathrm dX/\mathrm dt=J/c_1$ gives

$$nAt^{n-1}=\frac{2S\delta D_b}{GAn\,\mathrm B(n,1+m)}\,t^{-m-n}.$$

The powers again require $n=(1-m)/2$. The prefactor obeys $A^2=2S\delta D_b/[Gn^2\mathrm B(n,1+m)]$. For uniform grains, $2SC/(1-m)=SC/n=2S\delta D_b/(Gn)$. The ratio of thicknesses is therefore $[n\,\mathrm B(n,1+m)]^{-1/2}$, which is 1.064 for $m=1/3$. Younger, finer grains make the layer about 6% thicker than uniform grains would, without changing its exponent.

The pure power law gives newborn grains zero size, where $f\approx2\delta/d$ fails. A finite birth size $d_0$ cures this. Since $(d_0^{1/m}+Kt)^m\le d_0+(Kt)^m$ for $0<m<1$, it adds at most $d_0X$ to the integral of $d$. Relative to the main term this falls as $t^{-m}$, so the late exponent survives.

**A numerical case**

Take uniform grains with these round model parameters, which represent no particular material:

- $m=1/3$, $d_0=50$ nm, $K=1250$ nm³/s
- $\delta=0.5$ nm, $D_b=10^{-12}$ m²/s, $D_l=10^{-16}$ m²/s
- $S=0.02$, with negligible initial thickness

The coarsening time is $\tau=50^3/1250=100$ s, and

$$D_0=\frac{2(0.5)}{50}\,10^{-12}=2\times10^{-14}\ \text{m}^2/\text{s}.$$

At $t=10^6$ s, $1+t/\tau=10001$. The grain size is $50\,(10001)^{1/3}$ nm $=1.08$ µm. The boundary integral is

$$I_b=\tfrac32(2\times10^{-14})(100)\left[10001^{2/3}-1\right]=1.39\times10^{-9}\ \text{m}^2,$$

and the lattice adds $D_lt=0.10\times10^{-9}$ m². Hence

$$X=\sqrt{2(0.02)(1.49\times10^{-9})}\ \text{m}=7.72\ \text{µm}=0.00772\ \text{mm}.$$

The quasi-steady profile overestimates this thickness by 0.33% relative to the similarity solution. With frozen grains the layer would have reached 28.4 µm, with exponent $1/2$.

Between $10^4$ and $10^6$ s the growth rate falls by a factor of 20.8. The longer path accounts for a factor of 4.86 and the lower diffusivity for 4.27; their product is the total.

**When the exponent can be seen**

The local exponent follows from the growth equation:

$$n_{\rm loc}=\frac{\mathrm d\ln X}{\mathrm d\ln t}=\frac tX\frac{\mathrm dX}{\mathrm dt}=\frac{tSD}{X^2}.$$

| $t$ (s) | $X$ (µm) | $n_{\rm loc}$ |
|---|---|---|
| $10^1$ | 0.089 | 0.492 |
| $10^3$ | 0.691 | 0.381 |
| $10^5$ | 3.51 | 0.342 |
| $10^7$ | 17.3 | 0.356 |
| $10^9$ | 97.8 | 0.403 |
| $10^{11}$ | 721 | 0.462 |

The table uses $f\approx2\delta/d$; keeping the exact $fD_b+(1-f)D_l$ lowers $X$ by up to 0.3% (0.690 µm at $10^3$ s, 3.50 µm at $10^5$ s). The exponent approaches $1/3$ but does not reach it. To see why, put $\theta=t/\tau\gg1$ and $\varepsilon=D_l/D_0=0.005$. Then $D\approx D_0(\theta^{-1/3}+\varepsilon)$, and

$$n_{\rm loc}\approx\frac{\theta^{2/3}+\varepsilon\theta}{2\left[\tfrac32(\theta^{2/3}-1)+\varepsilon\theta\right]}
\approx\frac13\left[1+\theta^{-2/3}+\frac{\varepsilon}{3}\theta^{1/3}\right].$$

The second form keeps first order in each small correction. In the lattice term, $\varepsilon\theta^{1/3}$ from the numerator is reduced by $\tfrac23\varepsilon\theta^{1/3}$ from the denominator. The first correction is the memory of the initial grain size; the second is lattice diffusion. Both are positive. Setting the derivative of their sum to zero gives $\tfrac23\theta^{-5/3}=\tfrac{\varepsilon}{9}\theta^{-2/3}$, so $\theta=6/\varepsilon=1200$, or $t=1.2\times10^5$ s. The minimum found from the full formula is 0.342 at $1.1\times10^5$ s. A straight line drawn between the points at $10^4$ and $10^6$ s on a log–log plot would have slope 0.343.

Lattice and boundary diffusion contribute equally to $D$ when the grain size is

$$d^*=\frac{2\delta D_b}{D_l}=10\ \text{µm},$$

which occurs here at $8\times10^8$ s. If the initial transient is over, the boundary integral at that moment is $D_lt/(1-m)$, since the boundary part of $D$ equals $D_l$. The lattice integral is $D_lt$, and the total diffusivity is $2D_l$. Therefore

$$n_{\rm loc}=\frac{2D_lt}{2D_lt\left[\frac1{1-m}+1\right]}=\frac{1-m}{2-m}=0.40.$$

The return to $1/2$ is slow. The boundary integral grows as $t^{1-m}$ and the lattice integral as $t$, so the boundary contribution to $X^2$, relative to the lattice contribution, falls only as $t^{-m}$.

The exponent $(1-m)/2$ thus belongs to an intermediate regime: $(t/\tau)^{1-m}\gg1$ and $X^2\gg X_0^2$, with grains still much smaller than $d^*$. The flat front adds one more condition. Material leaving the boundaries must spread across a grain width along the front at little cost compared with crossing the layer, which for a front diffusivity comparable to $D_b$ needs $d$ not much larger than $X$. In the power-law regime $d/X\sim t^{(3m-1)/2}$. This ratio is steady for $m=1/3$ (about 0.14 at $10^6$ s in the example) but grows for $m>1/3$: with the same $d_0$, $\tau$ and diffusivities and $m=1/2$, the grains become wider than the layer is thick before $10^6$ s, earlier than they reach $d^*$. Well beyond that point the model no longer applies unless spreading along the front is very fast, and the same limit applies to the logarithmic and arrested cases with $m\ge1$. It also fails if coarsening stops, since a constant $D$ restores parabolic growth, or if the interface reaction controls the rate. The numerical output gives the remaining cases and checks.

## Calculated quantities

```
boundary fraction, delta/d=0.02: counted 0.03954, exact 0.03960, 2delta/d 0.04000
late exponent of integrated growth (no unit):
  m=0.0000: integrated 0.5000, (1-m)/2 0.5000
  m=0.2500: integrated 0.3750, (1-m)/2 0.3750
  m=0.3333: integrated 0.3333, (1-m)/2 0.3333
  m=0.5000: integrated 0.2500, (1-m)/2 0.2500
  m=0.7500: integrated 0.1250, (1-m)/2 0.1250
m=1: gain of X^2/(S D0 tau) per decade 4.6052
m=1.5, X0^2/(S D0 tau)=1: final X^2/(S D0 tau) 5.0000
full diffusion equation, S=0.5: lambda 0.46479
  m=0.3333: exponent 0.3334, X/(2 lambda sqrt s) 1.00001
  m=0.5000: exponent 0.2505, X/(2 lambda sqrt s) 1.00001
age-dependent grains: exponent; thickness / uniform-grain thickness:
  m=0.3333: 0.3333; marched 1.0648, formula 1.0640
  m=0.5000: 0.2500; marched 1.0706, formula 1.0696
inputs: m=0.3333, delta=0.5 nm, d0=50 nm, K=1250 nm^3/s
inputs: D_b=1.0e-12 m^2/s, D_l=1.0e-16 m^2/s, S=0.02
tau 100.0 s; D0 2.000e-14 m^2/s
t (s); d (um); X (um); local exponent:
  1e+01; 0.0516; 0.0890; 0.4923
  1e+02; 0.0630; 0.2662; 0.4507
  1e+03; 0.1112; 0.6910; 0.3808
  1e+04; 0.2329; 1.5882; 0.3484
  1e+05; 0.5002; 3.5054; 0.3417
  1e+06; 1.0773; 7.7190; 0.3452
  1e+07; 2.3208; 17.2747; 0.3558
  1e+09; 10.7722; 97.8253; 0.4030
  1e+11; 50.0000; 721.1102; 0.4615
lowest local exponent 0.3417 at t=1.11e+05 s
slope read between 1e4 and 1e6 s: 0.3433
growth rate falls 1e4 to 1e6 s by factor 20.771
  longer path 4.860; lower diffusivity 4.274
frozen grains: exponent 0.5000, X at 1e6 s 28.355 um
coarsening grains: X at 1e6 s 7.719 um = 0.00772 mm
equal lattice and boundary shares: d*=10.00 um, t=8.000e+08 s
  exponent there 0.4000; (1-m)/(2-m) 0.4000
S=0.02: lambda 0.099669; quasi-steady X too large by 0.332 %
```
